# Sound waves in a stressed crystal: the propagation tensor and Voigt symmetry: a program that tests the result

```python
"""Long acoustic waves in a crystal under arbitrary initial stress.

Result under test:  rho w^2 U_i = A_ijkl q_j q_l U_k,
                    A_ijkl = C_ijkl + delta_ik sigma_jl.
C      Lagrangian elastic tensor of the stressed state, (1/V) d2E/d(eta)d(eta),
       with the sublattice shift relaxed
sigma  Cauchy stress (tension positive);  V cell volume;  rho mass density
b      part of A seen by waves, b_ik,jl = (A_ijkl + A_ilkj)/2
A Voigt-symmetric tensor can reproduce b only if sigma is isotropic.

Model: hcp lattice, two masses, second-moment many-body potential with a fixed
neighbour list.  Internal units: eV, angstrom, atomic mass unit.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

GPA = const.e * 1e30 / 1e9                 # eV/angstrom^3 -> GPa
KMS2 = const.e / const.atomic_mass / 1e6   # eV/u -> (km/s)^2
REP, BAND, P_EXP, Q_EXP, R0 = 0.1, 1.3, 10.0, 2.5, 3.0
MASS = np.array([40.0, 60.0])
EYE = np.eye(3)
TINY = 1e-20                               # complex-step length

# ideal hcp lattice (rows are cell vectors) and fixed neighbour list
CELL0 = R0 * np.array([[1, 0, 0], [-0.5, np.sqrt(3) / 2, 0],
                       [0, 0, np.sqrt(8 / 3)]])
TAU0 = np.array([[0, 0, 0], [1 / 3, 2 / 3, 1 / 2]]) @ CELL0
hops, partner = [], []
for k in range(2):
    found = []
    for c in np.ndindex(7, 7, 7):
        hop = np.array(c) - 3
        for m in range(2):
            dist = np.linalg.norm(hop @ CELL0 + TAU0[m] - TAU0[k])
            if 1e-6 < dist < 1.55 * R0:
                found.append((*hop, m))
    found = np.array(found)
    hops.append(found[:, :3])
    partner.append(found[:, 3])


def site_energy(r):
    x = r / R0 - 1
    return (REP * np.exp(-P_EXP * x).sum()
            - BAND * np.sqrt(np.exp(-2 * Q_EXP * x).sum()))


def bonds(cell, tau, k):
    return hops[k] @ cell + tau[partner[k]] - tau[k]


def cell_energy(cell, tau, M, w, kind):
    """Energy per cell; M is the deformation gradient ('F') or the
    Lagrangian strain ('eta'); w shifts the second sublattice."""
    total = 0.0
    for k in range(2):
        x = bonds(cell, tau, k) + (partner[k] - k)[:, None] * w
        if kind == "F":
            y = x @ M.T
            r2 = (y * y).sum(axis=1)
        else:
            r2 = ((x @ (EYE + 2 * M)) * x).sum(axis=1)
        total = total + site_energy(np.sqrt(r2))
    return total


def slope(f, v):
    """Gradient of a real-analytic function by the complex step."""
    out = np.zeros(v.shape)
    for i in np.ndindex(v.shape):
        z = v.astype(complex)
        z[i] += 1j * TINY
        out[i] = np.imag(f(z)) / TINY
    return out


def relax(f):
    """Newton search for the stationary sublattice shift."""
    w, d = np.zeros(3), 1e-5
    for _ in range(15):
        g = slope(f, w)
        if np.abs(g).max() < 1e-13:
            break
        hess = np.array([(slope(f, w + d * e) - slope(f, w - d * e)) / (2 * d)
                         for e in EYE])
        w = w - np.linalg.solve(hess, g)
    assert np.abs(slope(f, w)).max() < 1e-11
    return w


def make_state(F0):
    cell, tau = CELL0 @ F0.T, TAU0 @ F0.T
    w = relax(lambda s: cell_energy(cell, tau, EYE, s, "F"))
    tau = tau.copy()
    tau[1] += w
    return cell, tau, abs(np.linalg.det(cell)), w


def energy_gradient(cell, tau, M, kind, relaxed=True):
    w = np.zeros(3)
    if relaxed:
        w = relax(lambda s: cell_energy(cell, tau, M, s, kind))
    return slope(lambda m: cell_energy(cell, tau, m, w, kind), M)


def second_derivative(cell, tau, kind, relaxed=True):
    M0 = EYE if kind == "F" else np.zeros((3, 3))
    out, d = np.zeros((3, 3, 3, 3)), 1e-5
    for k, l in np.ndindex(3, 3):
        step = np.zeros((3, 3))
        step[k, l] = d
        out[:, :, k, l] = (energy_gradient(cell, tau, M0 + step, kind, relaxed)
                           - energy_gradient(cell, tau, M0 - step, kind, relaxed)
                           ) / (2 * d)
    return out


def stress(cell, tau, vol):
    return energy_gradient(cell, tau, np.zeros((3, 3)), "eta") / vol * GPA


def plane_traction(cell, tau):
    """Force per area between half crystals, from a rigid shift of one half."""
    def energy(s):
        total = 0.0
        for layer in range(-4, 4):
            for k in range(2):
                rel = (layer + hops[k][:, 2] >= 0).astype(int) - int(layer >= 0)
                x = bonds(cell, tau, k) + rel[:, None] * s
                total = total + site_energy(np.sqrt((x * x).sum(axis=1)))
        return total
    normal = np.cross(cell[0], cell[1])
    area = np.linalg.norm(normal)
    return slope(energy, np.zeros(3)) / area * GPA, normal / area


# ---- lattice dynamics: displace single atoms in a periodic supercell ----
N = 9
GRID = np.array(list(np.ndindex(N, N, N)))
WRAPPED = (GRID + N // 2) % N - N // 2
assert 2 * max(np.abs(h).max() for h in hops) <= N // 2


def force_constants(cell, tau):
    fc = np.zeros((N**3, 2, 3, 2, 3))
    for m, j in np.ndindex(2, 3):
        u = np.zeros((N**3, 2, 3), complex)
        u[0, m, j] = 1j * TINY
        grad = np.zeros_like(u)
        for k in range(2):
            nb = ((GRID[:, None, :] + hops[k]) % N) @ np.array([N * N, N, 1])
            x = bonds(cell, tau, k) + u[nb, partner[k]] - u[:, k][:, None, :]
            r = np.sqrt((x * x).sum(axis=-1))
            rep = np.exp(-P_EXP * (r / R0 - 1))
            den = np.exp(-2 * Q_EXP * (r / R0 - 1))
            dedr = (-REP * P_EXP * rep + BAND * Q_EXP * den
                    / np.sqrt(den.sum(axis=1, keepdims=True))) / R0
            g = (dedr / r)[..., None] * x
            np.add.at(grad, (nb, np.broadcast_to(partner[k], nb.shape)), g)
            grad[:, k] -= g.sum(axis=1)
        fc[:, :, :, m, j] = grad.imag / TINY
    return fc


def dynamical(fc, cell, tau, q):
    R = (WRAPPED @ cell)[:, None, None, :] + tau[:, None, :] - tau[None, :, :]
    return np.einsum("hab,haibk->aibk", np.exp(-1j * (R @ q)), fc).reshape(6, 6)


def wave_brackets(fc, cell, tau, vol, q=5e-4):
    """b_ik,jl from the q^2 term, after eliminating the sublattice shift."""
    U = np.vstack([EYE, EYE])
    W = np.vstack([0 * EYE, EYE])

    def S(n):
        D = dynamical(fc, cell, tau, q * n)
        eff = U.T @ D @ U - U.T @ D @ W @ np.linalg.solve(W.T @ D @ W,
                                                          W.T @ D @ U)
        return eff.real / (vol * q * q) * GPA
    b = np.zeros((3, 3, 3, 3))
    for j in range(3):
        b[:, :, j, j] = S(EYE[j])
    for j in range(3):
        for l in range(j):
            b[:, :, j, l] = (S(EYE[j] + EYE[l]) - b[:, :, j, j]
                             - b[:, :, l, l]) / 2
            b[:, :, l, j] = b[:, :, j, l]
    return b


def to_brackets(T):
    X = T.transpose(0, 2, 1, 3)
    return (X + X.transpose(0, 1, 3, 2)) / 2


def voigt_misfit(b):
    """Largest residual of the best fit of b by any 21 Voigt constants."""
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    cols = []
    for I in range(6):
        for J in range(I, 6):
            T = np.zeros((3, 3, 3, 3))
            for a, c in ((pairs[I], pairs[J]), (pairs[J], pairs[I])):
                for i, j in (a, a[::-1]):
                    for k, l in (c, c[::-1]):
                        T[i, j, k, l] = 1
            cols.append(to_brackets(T).ravel())
    M = np.array(cols).T
    fit = np.linalg.lstsq(M, b.ravel(), rcond=None)[0]
    return np.abs(M @ fit - b.ravel()).max()


def gap(x, y):
    return np.abs(x - y).max()


# ================= state 1: general (triclinic) stress =================
F0 = np.array([[0.96, 0.02, 0.0], [0.0, 1.02, 0.015], [0.01, 0.0, 0.99]])
cell, tau, vol, shift = make_state(F0)
sig = stress(cell, tau, vol)
C = second_derivative(cell, tau, "eta") / vol * GPA
C_clamped = second_derivative(cell, tau, "eta", relaxed=False) / vol * GPA
A_direct = second_derivative(cell, tau, "F") / vol * GPA
A = C + np.einsum("ik,jl->ijkl", EYE, sig)
fc = force_constants(cell, tau)
b = wave_brackets(fc, cell, tau, vol)

trac, normal = plane_traction(cell, tau)
err_trac = gap(trac, sig @ normal)
err_A = gap(A_direct, A)
err_b = gap(b, to_brackets(A))
assert err_trac < 1e-6
assert err_A < 1e-3          # finite-difference error of second derivatives
assert err_b < 1e-3          # remaining q^2 error of the long-wave limit
assert gap(A_direct, A_direct.transpose(2, 3, 0, 1)) < 1e-3
assert gap(A_direct, A_direct.transpose(1, 0, 2, 3)) > 0.1
assert gap(b, to_brackets(C)) > 0.1            # stress term is needed
assert gap(b, to_brackets(C_clamped + A - C)) > 0.1   # relaxation is needed
huang = b - b.transpose(2, 3, 0, 1)
expected = (np.einsum("ik,jl->ikjl", EYE, sig)
            - np.einsum("jl,ik->ikjl", EYE, sig))
assert gap(huang, expected) < 2e-3
misfit1 = voigt_misfit(b)
assert misfit1 > 0.1

# sound speeds from the full dynamical matrix with unequal masses
n = np.array([1.0, 2.0, 2.0]) / 3
root_m = np.sqrt(np.repeat(MASS, 3))
dens = MASS.sum() / vol                                   # u/angstrom^3


def speeds2_lattice(q):
    D = dynamical(fc, cell, tau, q * n) / np.outer(root_m, root_m)
    return np.linalg.eigvalsh(D)[:3] / q**2 * KMS2


def speeds2_tensor(T):
    G = np.einsum("ijkl,j,l->ik", T, n, n)
    return np.linalg.eigvalsh(G) / GPA / dens * KMS2


v2_A, v2_C = speeds2_tensor(A), speeds2_tensor(C)
v2_long, v2_short = speeds2_lattice(1e-3), speeds2_lattice(0.2)
assert v2_A.min() > 0 and v2_C.min() > 0 and v2_short.min() > 0
assert np.allclose(v2_long, v2_A, rtol=2e-5)
ratio = (np.linalg.norm(speeds2_lattice(0.04) - v2_A)
         / np.linalg.norm(speeds2_lattice(0.02) - v2_A))
assert 3.8 < ratio < 4.2                                  # error falls as q^2

# ================= state 2: hydrostatic compression =================


def axial_difference(t):
    c, ta, v, _ = make_state(np.diag([0.98, 0.98, 0.98 * t]))
    s = stress(c, ta, v)
    return s[2, 2] - s[0, 0]


t_h = brentq(axial_difference, 0.95, 1.05, xtol=1e-13)
cell2, tau2, vol2, _ = make_state(np.diag([0.98, 0.98, 0.98 * t_h]))
sig2 = stress(cell2, tau2, vol2)
press = -np.trace(sig2) / 3
assert gap(sig2, -press * EYE) < 1e-6 and abs(press) > 0.5
C2 = second_derivative(cell2, tau2, "eta") / vol2 * GPA
A2 = second_derivative(cell2, tau2, "F") / vol2 * GPA
b2 = wave_brackets(force_constants(cell2, tau2), cell2, tau2, vol2)
B2 = C2 + press * (np.einsum("ij,kl->ijkl", EYE, EYE)
                   - np.einsum("il,jk->ijkl", EYE, EYE)
                   - np.einsum("ik,jl->ijkl", EYE, EYE))
assert gap(B2, B2.transpose(1, 0, 2, 3)) < 1e-3
assert gap(b2, to_brackets(B2)) < 1e-3
assert abs(gap(A2, A2.transpose(1, 0, 2, 3)) - abs(press)) < 1e-3
misfit2 = voigt_misfit(b2)
assert misfit2 < 1e-3


def row(v, digits=4):
    return "  ".join(f"{x:.{digits}f}" for x in v)


print("MODEL: repulsion, band energy (eV):", REP, BAND)
print("decay numbers p, q (no unit); length r0 (angstrom):", P_EXP, Q_EXP, R0)
print("masses (u):", row(MASS, 1), "; neighbours per atom:", len(hops[0]))
print("STATE 1, general stress; applied deformation of ideal hcp, rows:")
for line in F0:
    print("   ", row(line, 3))
print(f"cell volume (angstrom^3): {vol:.4f}")
print(f"density (kg/m^3): {dens * const.atomic_mass * 1e30:.1f}")
print("sublattice shift on relaxing (angstrom):", row(shift, 5))
print("stress xx yy zz (GPa):", row(np.diag(sig)))
print("stress yz xz xy (GPa):", row([sig[1, 2], sig[0, 2], sig[0, 1]]))
print("unit normal of cut plane:", row(normal))
print("traction from half-crystal shift (GPa):", row(trac))
print("sigma.normal (GPa):", row(sig @ normal))
print("C xxxx yyyy zzzz (GPa):", row([C[i, i, i, i] for i in range(3)], 3))
print("C yzyz xzxz xyxy (GPa):",
      row([C[1, 2, 1, 2], C[0, 2, 0, 2], C[0, 1, 0, 1]], 3))
print(f"largest change of C if ions are clamped (GPa): {gap(C, C_clamped):.3f}")
print("A by direct differentiation, xyxy xyyx yxyx (GPa):",
      row([A_direct[0, 1, 0, 1], A_direct[0, 1, 1, 0], A_direct[1, 0, 1, 0]], 3))
print(f"largest |A_direct - (C + stress term)| (GPa): {err_A:.1e}")
print(f"largest |b_lattice - b_formula| (GPa): {err_b:.1e}")
print("b_xx,yy and b_yy,xx from lattice dynamics (GPa):",
      row([b[0, 0, 1, 1], b[1, 1, 0, 0]], 3))
print("their difference; sigma_yy - sigma_xx (GPa):",
      row([huang[0, 0, 1, 1], sig[1, 1] - sig[0, 0]], 3))
print(f"largest misfit of best 21 Voigt constants (GPa): {misfit1:.3f}")
print("SOUND SPEEDS along (1,2,2)/3, three branches (km/s)")
print("lattice, q = 0.2 /angstrom:  ", row(np.sqrt(v2_short)))
print("lattice, q = 0.001 /angstrom:", row(np.sqrt(v2_long)))
print("formula with A:              ", row(np.sqrt(v2_A)))
print("C alone, stress term omitted:", row(np.sqrt(v2_C)))
print(f"error ratio of v^2, q = 0.04 to q = 0.02 /angstrom: {ratio:.3f}")
print("STATE 2, hydrostatic; basal scale 0.98, axial scale:",
      f"{0.98 * t_h:.5f}")
print(f"pressure (GPa): {press:.4f}")
print("A xyxy xyyx (GPa):", row([A2[0, 1, 0, 1], A2[0, 1, 1, 0]], 3))
print("C xyxy, B xyxy (GPa):", row([C2[0, 1, 0, 1], B2[0, 1, 0, 1]], 3))
print(f"largest |b_lattice - b from B| (GPa): {gap(b2, to_brackets(B2)):.1e}")
print(f"largest misfit of best 21 Voigt constants (GPa): {misfit2:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
MODEL: repulsion, band energy (eV): 0.1 1.3
decay numbers p, q (no unit); length r0 (angstrom): 10.0 2.5 3.0
masses (u): 40.0  60.0 ; neighbours per atom: 18
STATE 1, general stress; applied deformation of ideal hcp, rows:
    0.960  0.020  0.000
    0.000  1.020  0.015
    0.010  0.000  0.990
cell volume (angstrom^3): 37.0158
density (kg/m^3): 4486.0
sublattice shift on relaxing (angstrom): 0.03040  -0.08329  0.00031
stress xx yy zz (GPa): -6.0764  -1.7586  -3.4117
stress yz xz xy (GPa): 0.5066  0.2442  0.4176
unit normal of cut plane: -0.0104  0.0002  0.9999
traction from half-crystal shift (GPa): 0.3076  0.5018  -3.4140
sigma.normal (GPa): 0.3076  0.5018  -3.4140
C xxxx yyyy zzzz (GPa): 192.363  138.484  171.716
C yzyz xzxz xyxy (GPa): 35.594  26.905  22.301
largest change of C if ions are clamped (GPa): 12.400
A by direct differentiation, xyxy xyyx yxyx (GPa): 20.542  22.301  16.224
largest |A_direct - (C + stress term)| (GPa): 2.5e-07
largest |b_lattice - b_formula| (GPa): 6.3e-04
b_xx,yy and b_yy,xx from lattice dynamics (GPa): 20.542  16.224
their difference; sigma_yy - sigma_xx (GPa): 4.318  4.318
largest misfit of best 21 Voigt constants (GPa): 2.159
SOUND SPEEDS along (1,2,2)/3, three branches (km/s)
lattice, q = 0.2 /angstrom:   2.7565  2.9026  5.3620
lattice, q = 0.001 /angstrom: 2.7516  2.9318  5.4674
formula with A:               2.7516  2.9318  5.4674
C alone, stress term omitted: 2.8404  3.0153  5.5126
error ratio of v^2, q = 0.04 to q = 0.02 /angstrom: 4.000
STATE 2, hydrostatic; basal scale 0.98, axial scale: 0.98000
pressure (GPa): 6.7155
A xyxy xyyx (GPa): 33.436  40.152
C xyxy, B xyxy (GPa): 40.152  33.436
largest |b_lattice - b from B| (GPa): 3.9e-04
largest misfit of best 21 Voigt constants (GPa): 1.2e-04
ALL CHECKS PASSED
```
